Equal Schmid Factors Do Not Fix Equal Coherency Limits

**The argument under comment**

The argument compares two metal films on (001) substrates. One is fcc and slips on {111}<110>; the other is bcc and slips on {110}<111>. Both carry the same equal biaxial stress. The Schmid factor is 0.408 in each, so the dislocations feel the same resolved shear stress. The argument concludes that, if the elastic constants, misfit and Burgers length b are also equal, both films must lose coherency at the same thickness.

The premise about the Schmid factor is correct. The conclusion needs a further step, from a stress on the slip plane to a force on a whole dislocation, and that step is missing. I first confirm the premise, then supply the step.

**1. The resolved shear stress is indeed equal**

Let n be the unit film normal [001], m the unit normal of the slip plane, and **b** the Burgers vector, of length b. The in-plane misfit strain is ε, taken as tensile; for compression the sense of **b** is reversed and the magnitudes in sections 1 to 7 are unchanged.

The surface is free of traction, so the normal strain ε_z follows from

0 = 2C12 ε + C11 ε_z, hence ε_z = −2C12 ε/C11.

The in-plane stress is then

σ = (C11 + C12)ε + C12 ε_z = Mε, with M = C11 + C12 − 2C12²/C11.

As a tensor this stress is σ(I − nn), where I is the unit tensor. Its shear component on the slip plane along **b** is

τ = (σ/b)[**b**·m − (**b**·n)(m·n)] = −(σ/b)(**b**·n)(m·n),

because the Burgers vector lies in the slip plane and **b**·m = 0. In magnitude,

τ = Sσ, S = |m·n||**b**·n|/b.

This is the Schmid factor for uniaxial loading along n. The two loadings differ by a hydrostatic stress, which produces no shear, and by a sign.

One representative of each family, with lattice parameter a, is enough for the values:

fcc: m = (1,1,1)/√3, **b** = (a/2)(1,0,−1), b = a/√2

S = (1/√3)(1/√2) = 1/√6 = 0.408

bcc: m = (0,1,1)/√2, **b** = (a/2)(1,1,−1), b = √3a/2

S = (1/√2)(1/√3) = 1/√6 = 0.408

The two factors are the same numbers in exchanged roles. Each family has twelve slip systems, of which eight have this value. The other four have S = 0: in fcc their Burgers vector lies in the film plane, and in bcc their slip plane stands upright.

**2. What the Schmid factor leaves out**

A coherent film relaxes when a threading dislocation, which runs from the interface to the free surface, glides sideways and leaves a misfit line in the interface. The misfit line lies where the slip plane cuts the interface. Let l be the unit vector along it, and e the unit vector in the interface perpendicular to l. If θ is the angle between slip plane and interface, then

m = cos θ n + sin θ e.

The component **b**·e shortens or lengthens the film across the misfit line. The component along l does not, and neither does the component along n. The useful fraction of the Burgers length is therefore

f = |**b**·e|/b.

It is tied to S by the condition that **b** lies in the slip plane:

0 = **b**·m = cos θ (**b**·n) + sin θ (**b**·e),

**b**·e = −(**b**·n) cos θ/sin θ.

Since |m·n| = cos θ, taking magnitudes and dividing by b gives

f = S/sin θ.

Equal S thus means equal f when the slip planes are equally inclined. Here they are not:

fcc: cos θ = 1/√3, sin θ = √(2/3), θ = 54.7°, f = 1/2

bcc: cos θ = 1/√2, sin θ = 1/√2, θ = 45°, f = 1/√3 = 0.577

The vectors confirm this. In fcc, e = (1,1,0)/√2 and **b**·e = a/(2√2), which is half of a/√2. In bcc, e = (0,1,0) and **b**·e = a/2, which is 1/√3 of √3a/2.

**3. From shear stress to driving force**

The glide force per unit length of dislocation is τb. The part of the slip plane inside a film of thickness h is a strip of width h/sin θ, measured perpendicular to l. When the threading segment advances by dx along l, it sweeps an area (h/sin θ)dx, whatever its own tilt within the strip. The work done by the film stress is

τb (h/sin θ) dx = σb (S/sin θ) h dx = σhfb dx.

The driving force on the whole segment is therefore σhfb. This locates the error: at given σ and b the Schmid factor sets only the work per slipped area, τb, and the 45° plane offers more area per unit advance. The strip is 1.414h wide in bcc and 1.225h wide in fcc. Their ratio, 1.155, is the ratio of the two values of f.

The energy of the film gives the same force. Let there be ρ misfit lines per unit length along e. The slipped area per film volume is ρ/sin θ, and the mean plastic strain is

(ρ/(2 sin θ))(**b**m + m**b**).

Its component along e is ρ(**b**·e)(m·e)/sin θ = ρ(**b**·e), because m·e = sin θ. Its component along l vanishes, because m·l = 0. There is also an in-plane shear, but an equal biaxial stress does no work on it to first order in ρ. With the sense of **b** that relieves the strain, the first misfit lines lower the elastic energy per interface area by σhfbρ, again to first order in ρ. That is σhfb for each unit length of misfit line, as before.

Complete relief of the mean strain needs two perpendicular arrays, each supplying ρfb = ε. The in-plane shears must also cancel, for example by sharing the lines in each array equally between opposite screw parts. The line spacing is then

p = 1/ρ = fb/ε.

**4. The cost of the misfit line**

Let β be the angle between **b** and the misfit line. The screw part of **b** is b cos β and the edge part is b sin β. In isotropic elasticity, with shear modulus μ and Poisson ratio ν, the shear stress at distance x on the cut plane is μb_s/(2πx) for a screw part b_s, and μb_e/[2π(1 − ν)x] for an edge part b_e. The energy per length is half the displacement times the stress, integrated along the cut from a core radius to an outer radius. The two parts do not interact, so their sum is

(μ/4π)[b² cos²β + b² sin²β/(1 − ν)] × logarithm.

Putting both terms over 1 − ν and using sin²β = 1 − cos²β gives

E = Kb²[ln(h/b) + 1], K = μ(1 − ν cos²β)/[4π(1 − ν)].

The outer radius is of order h, because the free surface cuts off the field. The added 1 stands for the core and for surface terms of order one. It is a modelling choice, and its weight is examined in section 8.

The representatives above give cos β = 1/2 for fcc (β = 60°) and cos β = 1/√3 for bcc (β = 54.7°). The bcc line has the larger screw part and so costs slightly less at equal b.

**5. The coherency limit**

The threading segment can advance when the driving force exceeds the line energy it must create. This is the Matthews–Blakeslee balance:

σhfb = Kb²[ln(h/b) + 1].

Dividing by σfb, the critical thickness h_c obeys

h_c = c[ln(h_c/b) + 1], c = Kb/(σf).

To solve it, divide by c and take the exponential of both sides:

exp(h_c/c) = e₀h_c/b, where e₀ = 2.718… is the base of natural logarithms.

Multiplying by −(b/(e₀c)) exp(−h_c/c) and exchanging sides gives

−(h_c/c) exp(−h_c/c) = −b/(e₀c), hence h_c = −c W₋₁(−b/(e₀c)),

where W₋₁ is the lower real branch of the Lambert function, the inverse of w exp(w) for w ≤ −1. This branch gives h_c > c. The function h − c[ln(h/b) + 1] has slope 1 − c/h, so it rises through zero at this root: thicker films relax. For c > b there is a second root below c. In the example below it lies at a fraction of b, where a continuum logarithm has no meaning.

If instead h is fixed and the misfit is raised, the critical strain is

ε_c = Kb[ln(h/b) + 1]/(Mfh).

At equal b, h and elastic constants the logarithms cancel in the ratio:

ε_c(fcc)/ε_c(bcc) = (K_fcc/K_bcc)(f_bcc/f_fcc).

For a positive Poisson ratio both factors exceed one. Under the conditions of the argument, the bcc film has the lower coherency limit.

**6. Numbers for the stated comparison**

Take rough, rounded constants in the regime of a Pd(001) film: a = 0.389 nm, C11 = 225 GPa, C12 = 175 GPa, C44 = 70 GPa, with ε = 0.5 %. The bcc partner is a fictitious control with the same elastic constants and the same b = 0.389/√2 = 0.2751 nm. The film modulus and stress are

M = 225 + 175 − 2(175)²/225 = 127.8 GPa, σ = 0.005M = 0.639 GPa.

The resolved shear stress is 0.408 × 639 = 261 MPa in both films.

For the line energy I use isotropic averages. Uniform strain gives a shear modulus (C11 − C12 + 3C44)/5 = 52.0 GPa. Uniform stress gives 5(C11 − C12)C44/[4C44 + 3(C11 − C12)] = 40.7 GPa. Their mean is μ = 46.35 GPa. With the bulk modulus B = (C11 + 2C12)/3,

ν = (3B − 2μ)/[2(3B + μ)] = 0.388.

The energy coefficients are then K = 5.443 GPa for fcc and 5.248 GPa for bcc, and

fcc: c = 5.443 × 0.2751/(0.6389 × 0.5) = 4.69 nm, h_c = 26.0 nm

bcc: c = 5.248 × 0.2751/(0.6389 × 0.5774) = 3.91 nm, h_c = 20.9 nm

At a fixed thickness of 20 nm the critical strains are 0.619 % for fcc and 0.517 % for bcc. Their ratio is 1.198, made up of 1.155 from the relief fraction and 1.037 from the line energy. Most of the difference thus comes from the geometry that the argument omits.

The thickness ratio, 1.247, is larger than the strain ratio because h_c also sits inside the logarithm. Write L = ln(h_c/b) + 1 = h_c/c. At fixed b, a small change of c gives

d ln h_c = d ln c + d ln L = d ln c + (1/L) d ln h_c,

d ln h_c = d ln c/(1 − 1/L).

With L near 5.4 the relative change is enlarged by about 1.23, and 1.198 raised to the power 1.23 is about 1.25.

The spacing for complete relief is 0.1375/0.005 = 27.5 nm in fcc and 0.1588/0.005 = 31.8 nm in bcc. Each bcc line does more work, so fewer lines are needed.

**7. Two cases in which the difference shrinks or vanishes**

The author should not replace "equal S gives equal limits" by "larger f gives the lower limit". The Burgers length matters too. Suppose that the lattice parameter, and not b, is the same in both films, with elastic constants and misfit still equal. The prefactor c is proportional to Kb/f, and

fcc: b/f = (a/√2)/(1/2) = 1.414a

bcc: b/f = (√3a/2)/(1/√3) = 1.5a

The longer bcc Burgers vector now costs more than its better fraction gains. Including K, the ratio of prefactors, fcc to bcc, is 1.037 × 1.414/1.5 = 0.978.

The thickness itself follows from a scaling. Since c is proportional to b, the balance fixes h_c/b at given misfit and elastic constants. Raising the bcc Burgers length from 0.2751 to 0.3369 nm therefore raises h_c in the same ratio, from 20.9 to 25.5 nm. The fcc value stays at 26.0 nm. The limits nearly coincide, but through a compensation between b, f and K, not because S is equal. For sufficiently small misfit, below about 0.023 % where h_c is near 950 nm, the order even reverses in this model: h_c grows, the ratio of the two logarithmic factors tends to one, and the prefactor ratio of 0.978 decides.

The second case is lattice friction. Let glide require a resolved shear stress τ_f even without a misfit line to create. Friction acts over the whole swept area, so the balance becomes

(Sσ − τ_f)b(h/sin θ) = Kb²[ln(h/b) + 1].

Taking S out of the bracket and using S/sin θ = f,

(σ − τ_f/S)fbh = Kb²[ln(h/b) + 1].

Friction lowers the effective film stress by τ_f/S, which is the same for both families if τ_f is the same. As h grows without limit, the line-energy term divided by h vanishes, and the threshold becomes

σ = τ_f/S.

Here the author's reasoning holds. For τ_f = 100 MPa the thick-film threshold is 245 MPa in both crystals. At finite thickness the difference remains: with σ = 639 MPa and the same friction, at equal b, h_c is 46.6 nm for fcc and 37.6 nm for bcc.

**8. How far the numbers can be trusted for real films**

All values in this section are at equal b. The bcc control isolates the geometry; it does not represent a bcc metal, whose elastic constants would differ. The fcc values are in the regime of palladium, which is elastically anisotropic: 2C44/(C11 − C12) = 2.8 here, against 1 for an isotropic solid. If the logarithmic coefficient of the line energy is computed from the full cubic constants, by numerical integration of the anisotropic elastic solution over angles around the line, the critical thicknesses become 26.6 and 21.9 nm.

The core term matters more. Replacing ln(h/b) + 1 by ln(h/b) gives 20.1 and 15.9 nm; replacing it by ln(4h/b) gives 28.2 and 22.7 nm. The absolute thickness is thus uncertain by several nanometres, while the order survives whenever both crystals are given the same core term. Different core terms could change it.

Temperature shifts both limits. A thermal strain of 0.05 %, from a rough expansion difference of 5 × 10⁻⁶ per kelvin over 100 K, lowers them to about 23 and 19 nm if it adds to the misfit.

Slip also leaves a surface step of height |**b**·n|. With a rough surface energy of 2 J/m², the product of the two is 17 % of the line energy at h_c for fcc and 15 % for bcc. For a film in tension with an initially flat surface, both are added costs of similar weight. Included in the balance, they raise the limits to about 31 nm for fcc and 25 nm for bcc. The product is only a crude estimate. It leaves out the work of surface stress, and it depends on the sense of slip. Counting nearest-neighbour bonds at the fcc step gives 1.06 times the product in tension. In compression the same count gives −0.35 times it, because the displaced row lands on terrace sites and the surface shrinks.

The fcc dislocation might also split. A lone 90° partial, **b** = (a/6)(1,1,−2), has |**b**·e| = √2a/6 and is driven by σ√2a/6 = 0.059 J/m² per unit film thickness. It must create a stacking fault over the strip width 1/sin θ = 1.225. At a rough fault energy of 0.15 J/m² this costs 0.184 J/m², so at this stress the partial cannot run alone. This estimate holds for a film in tension. In compression the reversed shift would place atoms directly above one another instead of making a stacking fault, so a different partial would have to be considered. A metal of much lower fault energy needs a separate estimate.

Two further assumptions can fail in practice. The first is that mobile threading dislocations are already present; without them a film can stay coherent beyond h_c, by an amount this balance cannot give. The second is low friction. A friction of 10 MPa changes the limits only to 27.3 and 21.9 nm. In bcc metals, however, friction on screw dislocations rises strongly on cooling. If it exceeded the resolved 261 MPa of this example, the segment would not move at any thickness.

Finally, bcc crystals may also slip on {112}<111>. For m = (1,1,2)/√6 and **b** = (a/2)(1,1,−1),

S = (2/√6)(1/√3) = 0.471, sin θ = 1/√3, f = 0.816.

The misfit line is then pure edge and costs more, but the gain in f outweighs this: h_c = 16.1 nm at the same b. If this system glides with as little friction as {110}, it sets the bcc limit, and the {110} value does not apply. Higher friction on {112} can undo this: 100 MPa on that system alone would raise its limit to 26.5 nm, above the {110} value.

**9. Requested revision**

The statement that the resolved shear stresses are equal can stand. The inference to equal critical thicknesses should be withdrawn and replaced by the balance of section 5, with f, b and K given for each slip system. The author should also say whether b or the lattice parameter is held fixed, since at the misfit used here the first choice separates the limits by about 25 % of the bcc value and the second by about 2 %. The second difference is too small to settle the order: with the anisotropic line energy of section 8 it changes sign.
